# Channel bound states and the density that lead injection misses

## One site and one lead

Attach a single site of energy $\varepsilon$ to a semi-infinite chain with site energy zero. All hopping elements, including the contact, are $-t$ with $t>0$. Take $\varepsilon=-2t$ and fill every state, so that the site must hold one electron (spin is left out for now).

The usual transport recipe fills the scattering states that arrive from the lead. In the band $E=-2t\cos k$, $0<k<\pi$, the outgoing wave is $\psi_n=\psi_0e^{ikn}$. The lead therefore adds $-t\psi_1/\psi_0=-te^{ik}$ to the site energy. This is the retarded self-energy $\Sigma$, and

$$\Gamma=-2\,\mathrm{Im}\,\Sigma=2t\sin k,\qquad G=\frac1{E-\varepsilon-\Sigma}=\frac{-1}{\varepsilon+te^{-ik}},$$

because $-2t\cos k+te^{ik}=-te^{-ik}$. With $dE=2t\sin k\,dk$, the injected occupation is

$$\int\frac{dE}{2\pi}\,\Gamma|G|^2=\frac2\pi\int_0^\pi\frac{\sin^2k}{5-4\cos k}\,dk .$$

Use $\sin^2k=(1-\cos2k)/2$ and $3/(5-4\cos k)=1+2\sum_{n\ge1}2^{-n}\cos nk$. Only the constant and the $n=2$ term survive, so the $k$ integral is $\frac16(\pi-\frac\pi4)=\frac\pi8$. The injected occupation is $\frac14$, and three quarters of an electron are missing.

They sit in a state below the band. Put $\psi_n=\psi_0\lambda^n$ with $|\lambda|<1$. The lead equation gives $E=-t(\lambda+1/\lambda)$ and the site equation gives $E=\varepsilon-t\lambda$. Hence $\lambda=-t/\varepsilon=\frac12$ and $E=-2.5t$. Normalising over site and lead,

$$1=|\psi_0|^2\sum_{n\ge0}\lambda^{2n}=\frac{|\psi_0|^2}{1-\lambda^2},$$

so $|\psi_0|^2=\frac34$, the missing amount. Setting $|\psi_0|^2=1$ instead would replace a deficit by an excess of $\frac14$.

For general $\varepsilon$ the site weight is $1-t^2/\varepsilon^2$. It tends to one for a deep level and to zero as $|\varepsilon|\to t$, where the state merges with the band. For $|\varepsilon|<t$ there is no bound state. For $\varepsilon>t$ it lies above the band and alternates in sign, so a search below the bands alone is not enough.

A scheme for a real channel must therefore find these states, give them the right norm and decide how full they are.

## The norm contains the self-energy derivative

Let $H$ be the channel matrix in an orthonormal basis, $h_\alpha$ the Hamiltonian of isolated lead $\alpha$, and $\tau_\alpha$ the coupling from lead to channel. Electrons are independent and the potential is static. A state with channel part $\phi$ and lead parts $\psi_\alpha$ obeys

$$(E-h_\alpha)\psi_\alpha=\tau_\alpha^\dagger\phi,\qquad (E-H)\phi=\sum_\alpha\tau_\alpha\psi_\alpha .$$

At a real energy outside the spectrum of every isolated lead, $g_\alpha=(E-h_\alpha)^{-1}$ exists and is Hermitian. Then $\psi_\alpha=g_\alpha\tau_\alpha^\dagger\phi$, and substitution gives

$$[E_b-H-\Sigma(E_b)]\phi_b=0,\qquad \Sigma=\sum_\alpha\Sigma_\alpha,\quad \Sigma_\alpha=\tau_\alpha g_\alpha\tau_\alpha^\dagger. \tag{1}$$

The weight in lead $\alpha$ is $W_\alpha=\psi_\alpha^\dagger\psi_\alpha=\phi_b^\dagger\tau_\alpha g_\alpha^2\tau_\alpha^\dagger\phi_b$. Differentiating $g_\alpha(E-h_\alpha)=1$ gives $g_\alpha'=-g_\alpha^2$, so

$$W_\alpha=-\phi_b^\dagger\Sigma_\alpha'\phi_b\ge0,\qquad \phi_b^\dagger[1-\Sigma'(E_b)]\phi_b=1. \tag{2}$$

The channel weight is $W_D=\phi_b^\dagger\phi_b=1-\sum_\alpha W_\alpha$. In the one-site case $\Sigma=-t\lambda$ and $dE/d\lambda=t(1-\lambda^2)/\lambda^2$. Thus $\Sigma'=-\lambda^2/(1-\lambda^2)=-\frac13$, and $1/(1+\frac13)=\frac34$ as before.

## Finding every state

Equation (1) is nonlinear in $E$. Diagonalising $H+\Sigma$ at one guessed energy does not solve it, and scanning a determinant can miss two close roots. The sign of $\Sigma'$ offers a safer way.

Let $\lambda_j(E)$ now denote the sorted eigenvalues of $H+\Sigma(E)$. By (2), $\Sigma'$ has no positive eigenvalue. For $E_2>E_1$ in an interval where $\Sigma$ is smooth, $\Sigma(E_2)-\Sigma(E_1)$ then has none either, so no sorted eigenvalue rises. It follows that

$$\lambda_j(E_2)-E_2\le\lambda_j(E_1)-E_1-(E_2-E_1).$$

Each branch $\lambda_j(E)-E$ falls strictly and has at most one zero. It has one inside the interval if it is positive at the lower end and negative at the upper end. Two nearly degenerate states belong to different branches and are both counted.

Smoothness can fail inside a gap. If an isolated lead has a surface state $s$ at $E_s$, then near it

$$\Sigma\simeq\frac{\tau|s\rangle\langle s|\tau^\dagger}{E-E_s}.$$

One branch runs to $-\infty$ below $E_s$ and another comes from $+\infty$ above it. That is a jump, not a root, so the gap is split at $E_s$. The procedure is:

1. Form the gaps common to all leads, including the regions below and above all bands. An energy inside the band of even one lead is excluded, since the state can in general decay there.
2. Split the gaps at the poles of $\Sigma$, and stop a tiny distance short of poles and band edges.
3. Start the lowest region where all branches are positive, and end the highest where all are negative.
4. Bracket the zero of each branch that changes sign.
5. Take the eigenvector at the root and scale it by (2). Degenerate vectors are made orthonormal with the matrix $1-\Sigma'$.

A state within the small end offset is missed. So is one lying exactly at a pole, which needs $\langle s|\tau^\dagger\phi\rangle=0$ and separate treatment. A state with $\phi=0$ lives wholly in the leads and adds no channel density.

A two-band model exercises these points. Each lead repeats a pair of sites, the first of which faces the channel. In units of the left lead's hopping between pairs, the left lead has site energies $0.3,-0.3$, hopping $0.6$ within a pair and $1$ between pairs. The right lead has $-0.15,0.25$ and hoppings $1$ and $0.6$. The four channel sites have energies $0.1,-2.5,2.4,0.05$ and are joined by $0.4$; each contact is $0.25$.

The common gap runs from $-0.397$ to $0.497$. The left lead has a surface state at $0.3$: there the amplitude on first sites changes by $-0.6$ from pair to pair and vanishes on second sites. The procedure finds one state below all bands, one above, and three in the gap, at $0.0014$, $0.0186$ and $0.4290$. The last has $W_D=0.283$ and left-lead weight $0.717$. Normalising it inside the channel would overstate its density by a factor $1/0.283=3.5$. Direct diagonalisation with 250 pairs in each lead gave the same five states, with energies agreeing within $10^{-9}$ and channel site densities within $10^{-7}$. The cut chain has one more gap state, at the far end of the left lead, with no appreciable weight in the channel.

## Why adding them is neither double counting nor optional

The channel block of the resolvent of the whole system is $G(E)=[E-H-\Sigma(E)]^{-1}$, with $E$ approached from above the real axis. By the spectral theorem the channel density of states is $i(G-G^\dagger)/2\pi$, and its integral over all energies is the unit matrix. Inside the bands,

$$G-G^\dagger=G[(G^\dagger)^{-1}-G^{-1}]G^\dagger=G(\Sigma-\Sigma^\dagger)G^\dagger=-iG\Gamma G^\dagger,$$

so $i(G-G^\dagger)=G\Gamma G^\dagger$ with $\Gamma=i(\Sigma-\Sigma^\dagger)=\sum_\alpha\Gamma_\alpha$.

Outside them $\Gamma=0$ and only poles of $G$ contribute. Near a non-degenerate $E_b$ write $G=R/(E-E_b)+G_0+\dots$ and $M(E)=G^{-1}=M_b+(E-E_b)(1-\Sigma')+\dots$. The two leading orders of $MG=1$ are

$$M_bR=0,\qquad M_bG_0+(1-\Sigma')R=1.$$

The first, with $R$ Hermitian, gives $R=r\phi_b\phi_b^\dagger$. Multiplying the second from the left by $\phi_b^\dagger$ removes $M_b$ and leaves $r\,\phi_b^\dagger(1-\Sigma')\phi_b=1$. By (2), $r=1$. The pole contributes $2\pi\delta(E-E_b)\phi_b\phi_b^\dagger$ to $i(G-G^\dagger)$. Provided that no bound state lies inside a band,

$$\sum_\alpha\int\frac{dE}{2\pi}G\Gamma_\alpha G^\dagger+\sum_b\phi_b\phi_b^\dagger=1. \tag{3}$$

To see which states each term contains, send in an eigenstate $\chi$ of isolated lead $\alpha$. The lead part becomes $\chi+g_\alpha\tau_\alpha^\dagger\phi$, and the channel equation gives $\phi=G\tau_\alpha\chi$. Summing $\phi\phi^\dagger\delta(E-E_\chi)$ over $\chi$, with $\Gamma_\alpha=2\pi\sum_\chi\tau_\alpha\chi\chi^\dagger\tau_\alpha^\dagger\delta(E-E_\chi)$, yields $G\Gamma_\alpha G^\dagger/2\pi$. These states carry the lead occupation $f_\alpha$. The steady density matrix is

$$\rho=\sum_\alpha\int\frac{dE}{2\pi}f_\alpha G\Gamma_\alpha G^\dagger+\sum_bf_b\phi_b\phi_b^\dagger. \tag{4}$$

## The occupation is a separate input

A static one-electron Hamiltonian $\mathcal H$ conserves $f_b$, since $\langle b|[\mathcal H,\rho]|b\rangle=(E_b-E_b)\langle b|\rho|b\rangle=0$. It therefore remembers how the state was prepared. An element between different bound states rotates as $e^{-i(E_b-E_{b'})t/\hbar}$, where $t$ is here the time. Equation (4) assumes that such coherences have been lost.

A small imaginary energy seems to avoid the choice, because it makes $\Gamma$ nonzero in the gap. Let the broadening be $\eta_\alpha$ in lead $\alpha$ and $\eta_D$ in the channel. To first order $\Sigma_\alpha(E_b+i\eta_\alpha)=\Sigma_\alpha+i\eta_\alpha\Sigma_\alpha'$, so $\phi_b^\dagger\Gamma_\alpha\phi_b=2\eta_\alpha W_\alpha$. Near the pole

$$G\simeq\frac{\phi_b\phi_b^\dagger}{E-E_b+i\gamma},\qquad \gamma=\eta_DW_D+\sum_\beta\eta_\beta W_\beta .$$

Since $\int dE/[(E-E_b)^2+\gamma^2]=\pi/\gamma$, lead $\alpha$ fills the fraction

$$\frac{1}{2\pi}\,2\eta_\alpha W_\alpha\,\frac\pi\gamma=\frac{\eta_\alpha W_\alpha}{\eta_DW_D+\sum_\beta\eta_\beta W_\beta}. \tag{5}$$

This depends on ratios of numerical parameters, however small they are. With one $\eta$ everywhere the injected fraction is $1-W_D$, so a state well confined to the channel is almost entirely lost.

The occupation has to come from physics outside the coherent model. If inelastic processes relax the state towards $f_\alpha$ at rates $r_\alpha$, the balance $\sum_\alpha r_\alpha(f_\alpha-f_b)=0$ gives $f_b=\sum_\alpha r_\alpha f_\alpha/\sum_\alpha r_\alpha$. The form resembles (5), but the rates are now physical. At equilibrium every choice must reduce to the common Fermi function.

## A two-dimensional channel

Let $x$ run along the transport direction and let the device be uniform along $y$. If one isotropic mass $m$ holds everywhere, the energy is $E+\hbar^2k_y^2/2m$ and the same longitudinal problem serves every $k_y$. With two spins and one valley, each Fermi factor in (4) becomes the line density

$$F(E-\mu)=2\int_{-\infty}^{\infty}\frac{dk_y}{2\pi}\,\frac{1}{1+\exp[(E+\hbar^2k_y^2/2m-\mu)/k_BT]} .$$

On a grid of spacing $a$, the sheet density is $\rho_{ii}/a$. "Outside all bands" now means at fixed $k_y$. The total energy of a bound electron may coincide with lead states of other $k_y$, and disorder that mixes $k_y$ then lets it escape.

The example is a few-layer InSe transistor at 300 K with rough typical parameters: $m=0.14\,m_0$ and a 12 nm gate. The gate lowers the band edge to $-0.20$ eV, while the less strongly gated extensions have edges at $0$ (left) and $-0.05$ eV (right). The chemical potentials are $\mu_L=-0.05$ and $\mu_R=-0.10$ eV, a bias of 50 mV. The band edge $U(x)$ joins these values through logistic steps of length parameter 0.5 nm.

The treated region is 20 nm long with $a=0.25$ nm, hence 81 sites, and $t=\hbar^2/2ma^2=4.354$ eV. Site energies are $U+2t$. The lead self-energies are those of the opening case with $E$ replaced by $E-U_\alpha-2t$. Below $-0.05$ eV neither lead has states, and three levels are found:

| $E_b$ (eV) | $W_D$ | $F$ at $\mu_b$ (nm⁻¹) |
|---|---|---|
| $-0.1855$ | $0.99997$ | $0.3944$ |
| $-0.1446$ | $0.99962$ | $0.3027$ |
| $-0.0859$ | $0.99162$ | $0.1346$ |

The last column uses $\mu_b=-0.075$ eV, midway between the leads. This is a stated choice, not a calculation of inelastic filling. Equal relaxation rates to the two leads would average their Fermi functions instead, which gives $0.1405$ nm⁻¹ for the highest level.

The sum of the $W_D$ is $2.9912$. The trace of the injected part of (3) falls short of 81 by the same $2.9912$, and the full matrix identity holds to $6\times10^{-13}$ per element.

The bound charge per nanometre of width is $\sum_bF_bW_D=0.394+0.303+0.133=0.830$ nm⁻¹. Spread evenly over 12 nm it would be $6.9\times10^{12}$ cm⁻². The computed mean over the 49 sites under the gate is $6.42\times10^{12}$ cm⁻², mainly because the wave functions extend past the gate edges, and partly because 49 sites represent 12.25 nm. On finer grids this mean rises towards $6.49\times10^{12}$ cm⁻², so the bound and total mean sheet densities quoted here and below are about 1% low. The small injected means err the other way and are 1 to 3% high.

Left and right injection add only $0.015$ and $0.045$ in the same unit, for a total of $6.47\times10^{12}$ cm⁻². Lead injection alone would miss 99% of the density. With a common chemical potential of $-0.075$ eV, the sum of injected and bound parts is $6.53\times10^{12}$ cm⁻². A closed chain with 600 lead sites on each side gives the same density, with a largest relative difference of $7\times10^{-14}$.

In this example the derivative in (2) changes the highest state's density by less than 1%, but its lead weights, $6.74\times10^{-4}$ left and $7.70\times10^{-3}$ right, control the artefact (5). Equal lead broadenings with $\eta_D=0$ give the left lead a share $0.674/(0.674+7.70)=0.080$. Making the left one ten times larger gives $6.74/(6.74+7.70)=0.467$. The same broadening everywhere injects only $0.8\%$ of the state.

## What the numbers mean for a device

With the potential held fixed, $\mu_b=\mu_L$ gives a total of $7.79\times10^{12}$ cm⁻² and $\mu_b=\mu_R$ gives $5.11\times10^{12}$, about 20% above and below the midpoint value. Through an insulator equivalent to 1 nm of silicon dioxide, this difference of $2.69\times10^{12}$ cm⁻² corresponds to a potential change $e\Delta n/C\approx125$ mV, comparable with the 200 meV well. In a real device the potential would respond and reduce the difference. The prescribed potential is thus a serious simplification, and (4) should supply the density inside a self-consistent electrostatic calculation.

Scattering is also left out. If the momentum-relaxation time $\tau=\mu_{\rm mob}m/e$ is taken as a rough level lifetime, an assumed mobility of 1000 cm²/Vs gives a level width $\hbar/\tau\approx8$ meV. The smallest level spacing is 41 meV, so the levels remain distinct. The width varies inversely with mobility and would reach the spacing near 200 cm²/Vs, where sharp bound states are a poor description.

The sizes of some other omissions can also be estimated. For a rough gap of 1.4 eV, a leading-order two-band estimate of nonparabolicity at fixed wave number gives a lowering of about 9 meV for the highest level. Solving the two-band model in this well, with the valence edge following $U(x)$, gives only 4.5 meV. The estimate is too large mainly because it assigns the whole state the kinetic energy it has in the flat part of the well, 0.114 eV. Part of the state lies in the edges and walls, and its mean kinetic energy is only 0.074 eV. The effect on the density is larger than this shift suggests, because nonparabolicity also flattens the dispersion along $k_y$. In an isotropic two-band model with the same gap, the bound charge per unit width at $\mu_b=-0.075$ eV rises by about 7%. A second subband 0.25 eV higher would hold about $0.2\%$ of the lowest level's line density. Halving the grid spacing moves the levels by at most 0.12 meV. On much finer grids the highest level tends to $-0.0857$ eV, its $F$ to $0.1341$ nm⁻¹ and its $W_D$ to about $0.9908$, so its total lead weight is near 0.9% rather than 0.8%. The last digits of the table belong to the 0.25 nm grid. The field at the gate edges reaches about 1 MV/cm, which is large, but the total drop of 0.20 eV is below the gap, so this potential does not align valence with conduction states. Most of the values quoted here are in the numerical output below.

## Values computed for the example and the checks

```
TWO-BAND MODEL (energies in units of the left hopping w)
common gap -0.3972 to 0.4972; surface pole 0.3000
outer limits of all bands -1.6279 and 1.6625
E_b -2.59239; W_D 0.99979, W_L 0.00021, W_R 0.00000
E_b 0.00138; W_D 0.84479, W_L 0.09674, W_R 0.05847
E_b 0.01857; W_D 0.73630, W_L 0.23866, W_R 0.02504
E_b 0.42898; W_D 0.28299, W_L 0.71698, W_R 0.00003
E_b 2.49857; W_D 0.99956, W_L 0.00000, W_R 0.00044
InSe CHANNEL, INPUTS (rough typical values)
mass 0.14 m0; T 300 K; kT 0.02585 eV
band edge left/well/right 0.0, -0.2, -0.05 eV
mu left/right/bound -0.05, -0.1, -0.075 eV
gate 12.0 nm; device 20.0 nm; ramp parameter 0.5 nm
site spacing 0.25 nm; sites 81; hopping t 4.3543 eV
BOUND STATES
b=1: E_b -0.185470 eV; W_D 0.999971, W_L 5.23e-06, W_R 2.37e-05
   f_b at k_y=0 0.9863; line density F 0.39442 per nm
b=2: E_b -0.144641 eV; W_D 0.999620, W_L 5.73e-05, W_R 3.23e-04
   f_b at k_y=0 0.9367; line density F 0.30268 per nm
b=3: E_b -0.085862 eV; W_D 0.991623, W_L 6.74e-04, W_R 7.70e-03
   f_b at k_y=0 0.6035; line density F 0.13457 per nm
sites minus injected trace 2.991214
sum of bound channel weights 2.991214
largest completeness error 6.1e-13
SHEET DENSITY, mean under gate, 1e12 cm^-2
left-injected 0.0149; right-injected 0.0447
bound 6.4152; total 6.4749
bound share of total 99.08 %
total if mu_bound=mu_left 7.7949; if =mu_right 5.1058
at centre: injected 0.0329, bound 7.2221
equilibrium, common mu -0.075 eV: injected 0.1163
   injected+bound 6.5315; closed chain 6.5315
   largest relative difference 7.3e-14
ARTIFICIAL BROADENING, highest bound state, eta 1e-06 eV
left share, equal lead eta 0.0805; left eta x10 0.4667
injected fraction with same eta everywhere 0.00838
NEGLECTED EFFECTS (rough inputs)
mobility 1000 cm2/Vs: width hbar/tau 8.27 meV
smallest bound-level spacing 40.83 meV
oxide-equivalent 1.0 nm: potential change for mu_bound range 124.8 mV
gap 1.4 eV: nonparabolic shift, highest state 9.31 meV
next subband 0.25 eV higher: density ratio 1.99e-03
largest level shift on halving the spacing 0.121 meV
largest field 0.980 MV/cm; total drop 0.200 eV, gap 1.4 eV
```
